# Negative differential conductivity from momentum transfer rising above a Ramsauer minimum: test program

```python
"""Negative differential conductivity in a cold model gas.

Result under test: the drift speed W falls with reduced field E/N where the
momentum-transfer frequency nu grows faster than the collisional power loss P,
    W^2 = P/(m nu),  (eE)^2 = m nu P,
    dlnW/dlnE = (p - n)/(p + n),  p, n = logarithmic slopes of P and nu.
Single-energy closure: W^2 = L/(m s), (eE/N)^2 = 2 eps s L, where
s = elastic + inelastic cross section and L = u*inelastic + (2m/M)*eps*elastic.

Internal units: energy eV, cross section A^2, field E/N in V A^2 (= 10 Td),
speed in GAMMA = sqrt(2e/m), so that speed^2 equals energy in eV.
Scattering is isotropic; the gas is at zero temperature.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

GAMMA = math.sqrt(2 * const.e / const.m_e)       # m/s per sqrt(eV)
AU_SPEED = const.physical_constants["atomic unit of velocity"][0]
S_MIN, E_MIN, RISE = 0.5, 0.3, 10.0              # A^2, eV, A^2/eV
LOSS, S_INEL = 0.15, 0.4                         # eV, A^2
MASS_RATIO = 1.0e4                               # M/m
RECOIL = 2 / MASS_RATIO


def elastic(e):
    return S_MIN + RISE * (np.sqrt(e) - math.sqrt(E_MIN))**2


def inelastic(e):
    return S_INEL * (1 - LOSS / np.maximum(e, LOSS))


def no_inelastic(e):
    return 0.0 * e


def frozen_rise(e):
    return elastic(np.minimum(e, E_MIN))


def no_low_wall(e):
    return elastic(np.maximum(e, E_MIN))


def abrupt_elastic(e):
    return 1 + 14 / (1 + np.exp(-np.clip((e - 1) / 0.05, -50, 50)))


def steady_state(field, el, inel, top=0.1, cells=4000):
    """Two-term distribution, marched down from the high-energy tail."""
    while True:
        skip = math.ceil(cells * LOSS / top)     # threshold in cells
        h = LOSS / skip
        mid = (np.arange(cells) + 0.5) * h
        edge = np.arange(1, cells) * h
        total = el(edge) + inel(edge)
        heating = field**2 * edge / (3 * total * h)
        drag = RECOIL * edge**2 * el(edge) / 2
        assert np.all(heating > drag), "energy grid too coarse"
        up = (heating + drag).tolist()
        down = (heating - drag).tolist()
        rate = (h * mid * inel(mid)).tolist() + [0.0] * skip
        f = [0.0] * (cells + skip)
        f[cells - 1] = 1.0
        crossing = 0.0                           # inelastic flux past edge
        for j in range(cells - 1, 0, -1):
            crossing += rate[j] * f[j] - rate[j + skip] * f[j + skip]
            f[j - 1] = (f[j] * up[j - 1] + crossing) / down[j - 1]
        if f[cells - 1] < 1e-12 * f[0]:
            break
        top *= 1.2
    f = np.array(f[:cells]) / f[0]
    weight = np.sqrt(mid) * f
    norm = weight.sum() * h
    mean = (mid * weight).sum() * h / norm
    drift = -field / 3 * np.sum(edge / total * np.diff(f)) / norm
    return dict(mean=mean, drift=drift, top=top, mid=mid,
                prob=weight / weight.sum())


def sweep(fields_td, el, inel, mean_limit=30.0):
    rows, top = [], 0.1
    for td in fields_td:
        s = steady_state(td / 10, el, inel, top)
        if s["mean"] > mean_limit:
            break
        top = s["top"]
        rows.append((td, s["mean"], s["drift"] * GAMMA))
    return np.array(rows).T


def largest_fall(w):
    return np.max(1 - w / np.maximum.accumulate(w))


def monte_carlo(td, start, warm, steps, seed, n=4000):
    """Null-collision simulation; constant-rate trials sample time averages."""
    rng = np.random.default_rng(seed)
    field = td / 10
    mid, prob = start["mid"], start["prob"]
    e = rng.choice(mid, size=n, p=prob)
    inside = np.cumsum(prob) < 1 - 1e-7
    ceiling = np.max((np.sqrt(mid) * (elastic(mid) + inelastic(mid)))[inside])
    c = 2 * rng.random(n) - 1
    vz, side2 = np.sqrt(e) * c, e * (1 - c * c)
    sums = np.zeros((4, n))
    over = 0
    for step in range(warm + steps):
        vz += field / 2 * rng.exponential(1 / ceiling, n)
        e = vz * vz + side2
        speed = np.sqrt(e)
        se, si = elastic(e), inelastic(e)
        freq = speed * (se + si)
        if step >= warm:
            sums[0] += vz
            sums[1] += e
            sums[2] += speed * (LOSS * si + RECOIL * e * se)
            sums[3] += freq * vz
            over += np.count_nonzero(freq > ceiling)
        draw = ceiling * rng.random(n)
        hit = np.flatnonzero(draw < freq)
        lost = draw[hit] < speed[hit] * si[hit]
        new = np.where(lost, e[hit] - LOSS, e[hit] * (1 - RECOIL))
        c = 2 * rng.random(hit.size) - 1
        vz[hit] = np.sqrt(new) * c
        side2[hit] = new * (1 - c * c)
    assert over < 1e-5 * n * steps, "trial rate exceeded too often"
    sums /= steps
    root = math.sqrt(n)
    # Both balances must vanish on average, within sampling error.
    power_gap = sums[2] - field * sums[0]
    force_gap = sums[3] - field / 2
    assert abs(power_gap.mean()) < 5 * power_gap.std() / root
    assert abs(force_gap.mean()) < 5 * force_gap.std() / root
    m = sums.mean(axis=1)
    return dict(drift=m[0] * GAMMA, error=sums[0].std() / root * GAMMA,
                mean=m[1], power=m[2] * GAMMA * 1e-20,
                nu=m[3] / m[0] * GAMMA * 1e-20,
                power_side=m[2] / field * GAMMA,
                force_ratio=m[3] / (field / 2))


# Solver check: constant elastic cross section has a Druyvesteyn distribution.
test = steady_state(0.05, lambda e: 1 + 0 * e, no_inelastic)
druyvesteyn = (0.05 * math.sqrt(MASS_RATIO / 3)
               * math.gamma(1.25) / math.gamma(0.75))
assert abs(test["mean"] / druyvesteyn - 1) < 1e-3

# Full gas and gases with one ingredient changed.
fields = np.geomspace(0.02, 300, 120)
td, mean, drift = sweep(fields, elastic, inelastic)
peak = int(np.argmax(drift[td < 20]))
trough = peak + int(np.argmin(drift[peak:]))
assert 0 < peak < trough < len(td) - 1
fall_full = largest_fall(drift)
frozen = sweep(fields, frozen_rise, inelastic, mean_limit=3.0)
only_el = sweep(fields, elastic, no_inelastic, mean_limit=10.0)
no_wall = sweep(fields, no_low_wall, inelastic)
abrupt = sweep(np.geomspace(0.1, 2, 40), abrupt_elastic, no_inelastic)
fall_frozen, fall_el, fall_wall, fall_abrupt = [
    largest_fall(g[2]) for g in (frozen, only_el, no_wall, abrupt)]
assert fall_full > 0.3 and fall_wall > 0.3
assert fall_frozen < 0.02 and fall_el < 0.02
assert fall_abrupt > 0.15

# Single-energy closure: locate its peak and trough.
eps = np.geomspace(0.02, 30, 6000)


def cooling(e):
    return LOSS * inelastic(e) + RECOIL * e * elastic(e)


def transfer(e):
    return elastic(e) + inelastic(e)


cl_drift = GAMMA * np.sqrt(cooling(eps) / (2 * transfer(eps)))
cl_td = 10 * np.sqrt(2 * eps * transfer(eps) * cooling(eps))
assert np.all(np.diff(cl_td) > 0), "field must rise with energy"
cp = int(np.argmax(cl_drift))
ct = cp + int(np.argmin(cl_drift[cp:]))
assert 0.5 < cl_td[cp] / td[peak] < 2
assert 0.5 < cl_drift[cp] / drift[peak] < 2


# Slope rule: solve the two balances at nearby fields and difference the drift.
def balanced_drift(field):
    def drift_at(e):
        return field / (2 * math.sqrt(e) * transfer(e))
    e = brentq(lambda x: field * drift_at(x) - math.sqrt(x) * cooling(x),
               0.7, 1.4, xtol=1e-13)
    return drift_at(e)


def log_slope(fun, e, d=1e-4):
    return math.log(fun(e * math.exp(d)) / fun(e * math.exp(-d))) / (2 * d)


e_ref, d = 1.0, 1e-3
f_ref = math.sqrt(2 * e_ref * transfer(e_ref) * cooling(e_ref))
slope_direct = math.log(balanced_drift(f_ref * math.exp(d))
                        / balanced_drift(f_ref * math.exp(-d))) / (2 * d)
p = log_slope(lambda e: math.sqrt(e) * cooling(e), e_ref)
n = log_slope(lambda e: math.sqrt(e) * transfer(e), e_ref)
slope_rule = (p - n) / (p + n)
assert abs(slope_direct - slope_rule) < 1e-4

# Simulation without the two-term truncation.
two = {x: steady_state(x / 10, elastic, inelastic) for x in (2, 10)}
mc = {2: monte_carlo(2, two[2], 500, 2000, 11),
      10: monte_carlo(10, two[10], 1500, 3000, 12)}
for x in mc:
    # Ten percent allows for the truncation of the angular expansion.
    gap = abs(mc[x]["drift"] - two[x]["drift"] * GAMMA)
    assert gap < 0.10 * mc[x]["drift"] + 4 * mc[x]["error"]
noise = math.hypot(mc[2]["error"], mc[10]["error"])
assert mc[2]["drift"] - mc[10]["drift"] > 5 * noise
power_ratio = mc[10]["power"] / mc[2]["power"]
nu_ratio = mc[10]["nu"] / mc[2]["nu"]
assert nu_ratio > power_ratio > 1

print(f"Inputs: sigma_R {S_MIN} A^2, eps_R {E_MIN} eV, b {RISE} A^2/eV")
print(f"Inputs: u {LOSS} eV, S {S_INEL} A^2, M/m {MASS_RATIO:.0f}")
print("Cross sections: energy eV, elastic A^2, inelastic A^2, L/sigma eV")
for e in (0.1, 0.3, 0.5, 1.0, 2.0, 5.0):
    print(f"  {e:4.1f} {elastic(e):8.3f} {inelastic(e):7.3f}"
          f" {cooling(e) / transfer(e):9.5f}")
print("Two-term: E/N Td, mean energy eV, drift speed m/s")
for x in (0.1, 0.5, 1, 2, 5, 10, 20, 50, 100, 200):
    s = steady_state(x / 10, elastic, inelastic)
    print(f"  {x:6.1f} {s['mean']:8.3f} {s['drift'] * GAMMA:9.0f}")
for name, i in (("peak", peak), ("trough", trough)):
    print(f"Two-term {name} (grid): {td[i]:.2f} Td, mean {mean[i]:.3f} eV,"
          f" W {drift[i]:.0f} m/s")
print(f"Peak W in atomic units: {drift[peak] / AU_SPEED:.4f}")
print(f"Ratio of neighbouring fields on grid: {fields[1] / fields[0]:.3f}")
for name, i in (("peak", cp), ("trough", ct)):
    print(f"Closure {name}: {cl_td[i]:.2f} Td, energy {eps[i]:.3f} eV,"
          f" W {cl_drift[i]:.0f} m/s")
print(f"Closure at {e_ref} eV: E/N {10 * f_ref:.3f} Td, p {p:.4f}, n {n:.4f}")
print(f"  dlnW/dlnE: rule {slope_rule:.5f}, direct {slope_direct:.5f}")
for x, r in mc.items():
    print(f"Monte Carlo {x} Td: W {r['drift']:.0f} +- {r['error']:.0f} m/s,"
          f" mean {r['mean']:.3f} eV")
    print(f"  two-term W {two[x]['drift'] * GAMMA:.0f} m/s,"
          f" W from power loss {r['power_side']:.0f} m/s")
    print(f"  P/N {r['power']:.3e} eV m^3/s, nu/N {r['nu']:.3e} m^3/s")
    print(f"  momentum loss / field force: {r['force_ratio']:.4f}")
print(f"From 2 to 10 Td: P grows x{power_ratio:.3f}, nu grows x{nu_ratio:.3f}")
print(f"  W changes x{mc[10]['drift'] / mc[2]['drift']:.3f}")
print("Largest fall of W below an earlier maximum, percent:")
print(f"  full gas: {100 * fall_full:.2f}")
print(f"  rise frozen, mean energy to 3 eV: {100 * fall_frozen:.2f}")
print(f"  no inelastic, mean energy to 10 eV: {100 * fall_el:.2f}")
print(f"  low-energy wall removed: {100 * fall_wall:.2f}")
print(f"  abrupt elastic rise (1 to 15 A^2 near 1 eV, width 0.05 eV),"
      f" no inelastic: {100 * fall_abrupt:.2f}")
print("done: every assertion held")
```

Output:

```
Inputs: sigma_R 0.5 A^2, eps_R 0.3 eV, b 10.0 A^2/eV
Inputs: u 0.15 eV, S 0.4 A^2, M/m 10000
Cross sections: energy eV, elastic A^2, inelastic A^2, L/sigma eV
   0.1    1.036   0.000   0.00002
   0.3    0.500   0.200   0.04290
   0.5    0.754   0.280   0.04069
   1.0    2.546   0.340   0.01785
   2.0    8.008   0.370   0.00701
   5.0   29.005   0.388   0.00297
Two-term: E/N Td, mean energy eV, drift speed m/s
     0.1    0.067      9265
     0.5    0.137     42312
     1.0    0.234     61552
     2.0    0.405     63511
     5.0    0.787     47194
    10.0    1.294     34628
    20.0    2.124     25702
    50.0    3.905     19487
   100.0    5.875     17982
   200.0    8.531     18307
Two-term peak (grid): 1.45 Td, mean 0.315 eV, W 65137 m/s
Two-term trough (grid): 123.34 Td, mean 6.597 eV, W 17918 m/s
Peak W in atomic units: 0.0298
Ratio of neighbouring fields on grid: 1.084
Closure peak: 1.43 Td, energy 0.370 eV, W 90059 m/s
Closure trough: 95.60 Td, energy 7.384 eV, W 21752 m/s
Closure at 1.0 eV: E/N 5.452 Td, p 0.7022, n 2.0882
  dlnW/dlnE: rule -0.49671, direct -0.49671
Monte Carlo 2 Td: W 61634 +- 216 m/s, mean 0.398 eV
  two-term W 63511 m/s, W from power loss 61905 m/s
  P/N 1.238e-16 eV m^3/s, nu/N 5.659e-15 m^3/s
  momentum loss / field force: 0.9915
Monte Carlo 10 Td: W 34646 +- 292 m/s, mean 1.303 eV
  two-term W 34628 m/s, W from power loss 34789 m/s
  P/N 3.479e-16 eV m^3/s, nu/N 5.227e-14 m^3/s
  momentum loss / field force: 1.0296
From 2 to 10 Td: P grows x2.810, nu grows x9.237
  W changes x0.562
Largest fall of W below an earlier maximum, percent:
  full gas: 72.49
  rise frozen, mean energy to 3 eV: 0.00
  no inelastic, mean energy to 10 eV: 0.00
  low-energy wall removed: 73.22
  abrupt elastic rise (1 to 15 A^2 near 1 eV, width 0.05 eV), no inelastic: 15.58
done: every assertion held
```
